**Kink position and slope ratio for a stepped diffusivity**

A couple starts with normalized concentration c = 1 for x < 0 and c = 0 for x > 0; its diffusivity is D_H above c = 1/2 and D_L below, with D_H = r²D_L and r = 2. The kink lies at x_k = 2κ√(D_L t) from the Matano plane, where h(κ) = r h(−κ/r) and h(z) = exp(−z²)/erfc(z), and the slope ratio of the high-c to the low-c side is 1/4. The program solves the diffusion equation by finite differences and asserts that the kink position, both slopes and the whole profile agree with the formulas, to within 0.01 in x/√(D_L t), 3% and 0.005 in c respectively. It also asserts the Matano balance by quadrature, the monotonicity of h on a grid, the root equation for a second step level and diffusivity ratio, and the diffusivities recovered by Boltzmann–Matano inversion. The output gives κ = 0.43472, a reduced kink position x_k/√(D_L t) of 0.86943 from the formula and 0.8692 from the numerical solution, and a numerical slope ratio of 0.2503. For the Cu–Ni example with rough typical parameters, the kink is 36.89 µm from the Matano plane. The last part of the output sizes neglected effects; the largest change in the half-level position among those computed comes from replacing the step by a smooth D(c), which moves it to 27.30 µm and removes the kink.

## Verification by program

```python
"""
Result under test: a couple starts with c = 1 (x < 0) and c = 0 (x > 0).
Its diffusivity is D_H for c > 1/2 and D_L for c < 1/2, D_H = r^2 D_L, r = 2.
The kink sits at x_k = 2 kappa sqrt(D_L t) from the Matano plane x = 0, where
    h(kappa) = r h(-kappa/r),   h(z) = exp(-z^2)/erfc(z),
and the slope ratio (high-c side)/(low-c side) is D_L/D_H = 1/4.
Reduced length s = x/sqrt(D_L t); reduced diffusivity is D/D_L.
The check solves the diffusion equation itself by finite differences.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx


def h(z):
    return 1.0 / erfcx(z)


def kink_root(r, level=0.5):
    """kappa for a diffusivity step at concentration 'level'."""
    return brentq(lambda k: level*h(k) - r*(1 - level)*h(-k/r), -4, 4,
                  xtol=1e-13)


def solve_pde(phi, d_max, ds, half_width):
    """Solve dc/dt = d2 phi(c)/ds2 to t = 1; phi is the integral of D."""
    n = int(round(half_width/ds))
    s = (np.arange(-n, n) + 0.5)*ds
    c = np.where(s < 0, 1.0, 0.0)
    steps = int(np.ceil(2.2*d_max/ds**2))
    factor = 1.0/(steps*ds**2)
    for _ in range(steps):
        p = phi(c)
        c[1:-1] += factor*(p[2:] - 2*p[1:-1] + p[:-2])
    return s, c


def position(s, c, phi, level):
    return float(np.interp(-phi(level), -phi(c), s))


def slope(s, c, s0, side=0):
    """Derivative at s0 by a cubic fit: left (-1), right (+1) or centred."""
    d = s - s0
    ds = s[1] - s[0]
    if side == 0:
        use = np.abs(d) < 0.2
    else:
        use = (side*d > 2*ds) & (side*d < 0.5)
    return float(np.polyfit(d[use], c[use], 3)[2])


def inverted_d(s, c, s0, level, gradient, origin=0.0, from_top=False):
    """Boltzmann-Matano diffusivity from a profile at t = 1."""
    if from_top:
        use = s < s0
        ss, cc = np.append(s[use], s0), np.append(c[use], level)
        return -trapezoid(ss - origin, cc)/(2*gradient)
    use = s > s0
    ss, cc = np.append(s0, s[use]), np.append(level, c[use])
    return trapezoid(ss - origin, cc)/(2*gradient)


# Analytic solution
r = 2.0
kappa = kink_root(r)
s_kink = 2*kappa
A = 0.5/(1 + erf(kappa/r))
B = 0.5/erfc(kappa)


def profile(s):
    return np.where(np.asarray(s) < s_kink,
                    1 - A*(1 + erf(np.asarray(s)/(2*r))),
                    B*erfc(np.asarray(s)/2))


slope_high = -A*np.exp(-(kappa/r)**2)/(r*np.sqrt(np.pi))
slope_low = -B*np.exp(-kappa**2)/np.sqrt(np.pi)

# Monotonic h, hence one root; its sign for larger D at high c
assert np.all(np.diff(h(np.linspace(-4, 8, 2000))) > 0)
assert abs(kink_root(1.0)) < 1e-10
assert all(kink_root(q) > 0 for q in (1.1, 1.5, 2, 3, 5))

# Matano balance by quadrature
lost = quad(lambda s: 1 - float(profile(s)), -40, 0)[0]
gained = quad(lambda s: float(profile(s)), 0, 30, points=[s_kink])[0]
assert abs(lost - gained) < 1e-7

# Independent solution of the diffusion equation


def phi_step(c):
    return c + 3*np.maximum(c - 0.5, 0)


s, c = solve_pde(phi_step, 4.0, 0.02, 18.0)
s_num = position(s, c, phi_step, 0.5)
high_num, low_num = slope(s, c, s_num, -1), slope(s, c, s_num, 1)
max_diff = np.max(np.abs(c - profile(s)))
assert abs(s_num - s_kink) < 0.01
assert max_diff < 0.005
assert abs(high_num/low_num - 0.25) < 0.006
assert abs(high_num/slope_high - 1) < 0.03
assert abs(low_num/slope_low - 1) < 0.03

# Another step level and ratio test the general root equation


def phi_other(c):
    return c + np.maximum(c - 0.3, 0)


s2, c2 = solve_pde(phi_other, 2.0, 0.03, 15.0)
s2_num = position(s2, c2, phi_other, 0.3)
assert abs(s2_num - 2*kink_root(np.sqrt(2), 0.3)) < 0.015

# Inversion of the numerical profile
recovered = {}
for level, expected in ((0.25, 1.0), (0.75, 4.0)):
    place = position(s, c, phi_step, level)
    recovered[level] = inverted_d(s, c, place, level, slope(s, c, place))
    assert abs(recovered[level]/expected - 1) < 0.02
d_high = inverted_d(s, c, s_num, 0.5, high_num)
d_low = inverted_d(s, c, s_num, 0.5, low_num)
assert abs(d_high/4 - 1) < 0.03 and abs(d_low - 1) < 0.03

# Origin wrongly put at the kink
moment = -2*slope_low                 # integral of s dc from 0 to 1/2
bottom_factor = 1 - s_kink/(2*moment)
top_factor = 1 + s_kink/(2*moment)
wrong_low = inverted_d(s, c, s_num, 0.5, low_num, s_num)
wrong_top = inverted_d(s, c, s_num, 0.5, low_num, s_num, True)
wrong_high = inverted_d(s, c, s_num, 0.5, high_num, s_num)
assert abs(wrong_low - bottom_factor) < 0.03
assert abs(wrong_top - top_factor) < 0.05
assert abs(wrong_high/wrong_low - 4) < 0.1

# Cu-Ni example: rough typical parameters, copper-rich alloy on the left
D_low, D_high = 5e-11, 2e-10          # cm2/s
hours, temperature = 100.0, 1273.0    # h, K
x_cu_left, x_cu_right = 0.70, 0.30
span = x_cu_left - x_cu_right
assert abs(D_high/D_low - r**2) < 1e-12
unit = np.sqrt(D_low*hours*3600)*1e4  # micrometres per reduced length

# Smooth exponential D(c), equal to D_L at c = 1/4 and D_H at c = 3/4
log4 = np.log(4)


def phi_smooth(c):
    return np.exp(log4*(2*c - 0.5))/(2*log4)


sm, cm = solve_pde(phi_smooth, 8.0, 0.05, 24.0)
smooth_half = position(sm, cm, phi_smooth, 0.5)


def ratio_60_40(s, c, phi):
    return (slope(s, c, position(s, c, phi, 0.6))
            / slope(s, c, position(s, c, phi, 0.4)))


# Furnace error: activation energy and temperature error are rough
activation, temp_error = 2.5, 5.0     # eV, K
k_ev = constants.k/constants.e
d_factor = np.exp(activation/k_ev
                  * (1/temperature - 1/(temperature + temp_error)))
temp_shift = s_kink*unit*(np.sqrt(d_factor) - 1)

# Step at the middle mole fraction, molar volume linear in composition
volume_change = 0.08                 # pure Cu relative to pure Ni, rough


def concentration(x):
    return x/(1 + volume_change*x)


c_mid = ((concentration(0.5) - concentration(x_cu_right))
         / (concentration(x_cu_left) - concentration(x_cu_right)))
volume_shift = (2*kink_root(r, c_mid) - s_kink)*unit

# Kirkendall markers, assumed intrinsic ratio D_Cu/D_Ni
intrinsic_ratio = 3.0


def marker_equation(sm_):
    x_cu = x_cu_right + span*float(profile(sm_))
    weight = ((intrinsic_ratio - 1)
              / ((1 - x_cu)*intrinsic_ratio + x_cu))
    d_gradient = -r*A*np.exp(-(sm_/(2*r))**2)/np.sqrt(np.pi)
    return sm_ - 2*weight*span*d_gradient


marker = brentq(marker_equation, -3, 0)*unit

# Probe blur, chord slopes and finite thickness
blur = 1.0                            # Gaussian standard deviation, um
z = np.linspace(-8, 8, 8001)
weights = np.exp(-z**2/2)
weights /= weights.sum()
blurred_half = brentq(
    lambda q: np.sum(weights*profile(q + z*blur/unit)) - 0.5,
    s_kink - 0.5, s_kink + 0.5)
chord = 10.0                          # um
chord_ratio = float((profile(s_kink - chord/unit) - 0.5)
                    / (0.5 - profile(s_kink + chord/unit)))
half_thickness = 1000.0               # um
end_change = A*erfc(half_thickness/(2*r*unit))
assert end_change < 1e-6

print("REDUCED RESULTS (length unit sqrt(D_L t))")
print(f"kappa = {kappa:.5f}")
print(f"kink position, formula = {s_kink:.5f}")
print(f"kink position, PDE = {s_num:.4f}")
print(f"amplitudes A, B = {A:.5f}, {B:.5f}")
print(f"h(kappa) = {h(kappa):.5f}")
print(f"r h(-kappa/r) = {r*h(-kappa/r):.5f}")
print(f"slope high side, low side = {slope_high:.5f}, {slope_low:.5f}")
print(f"slope ratio high/low, formula = {slope_high/slope_low:.5f}")
print(f"slope ratio high/low, PDE = {high_num/low_num:.4f}")
print(f"largest c difference, PDE - formula = {max_diff:.1e}")
print(f"c at Matano plane = {float(profile(0)):.5f}")
print(f"Matano areas left, right = {lost:.5f}, {gained:.5f}")
print(f"integral of s dc, 0 to 1/2 = {moment:.5f}")
print("INVERSION OF PDE PROFILE (D/D_L)")
print(f"at c = 0.25, 0.75: {recovered[0.25]:.3f}, {recovered[0.75]:.3f}")
print(f"at kink, low side, high side: {d_low:.3f}, {d_high:.3f}")
print(f"wrong origin factor, from c=0: {bottom_factor:.4f}")
print(f"wrong origin factor, from c=1: {top_factor:.4f}")
print(f"same from PDE: {wrong_low:.3f}, {wrong_top:.3f}")
print(f"D ratio with wrong origin, PDE: {wrong_high/wrong_low:.3f}")
print("CU-NI EXAMPLE (rough typical parameters)")
print(f"D_L, D_H = {D_low:.1e}, {D_high:.1e} cm2/s")
print(f"time = {hours:.0f} h; temperature = {temperature:.0f} K")
print(f"Cu left, right = {100*x_cu_left:.0f}, {100*x_cu_right:.0f} at.%")
print(f"sqrt(D_L t) = {unit:.2f} um")
print(f"kink from Matano plane = {s_kink*unit:.2f} um")
print(f"high-side slope = {100*span*slope_high/unit:.4f} at.%/um")
print(f"low-side slope = {100*span*slope_low/unit:.4f} at.%/um")
print("NEGLECTED EFFECTS")
print(f"smooth D(c): c = 1/2 at {smooth_half*unit:.2f} um")
print(f"slope c=.6 / slope c=.4, step D: {ratio_60_40(s, c, phi_step):.3f}")
print(f"same ratio, smooth D: {ratio_60_40(sm, cm, phi_smooth):.3f}")
print(f"activation energy, T error = {activation} eV, {temp_error:.0f} K")
print(f"D factor, kink shift = {d_factor:.3f}, {temp_shift:.2f} um")
print(f"Cu/Ni molar volume excess = {100*volume_change:.0f} %")
print(f"c at 50 at.% Cu = {c_mid:.4f}")
print(f"kink shift from this = {volume_shift:.2f} um")
print(f"assumed intrinsic D_Cu/D_Ni = {intrinsic_ratio:.0f}")
print(f"Kirkendall marker position = {marker:.2f} um")
print(f"probe blur (std. dev.) = {blur:.1f} um")
print(f"half-level shift from blur = {(blurred_half-s_kink)*unit:.2f} um")
print(f"slope ratio from {chord:.0f} um chords = {chord_ratio:.4f}")
print(f"half thickness = {half_thickness:.0f} um")
print(f"change of c at left end = {end_change:.1e}")
print("every check passed")
```

Running it gives:

```
REDUCED RESULTS (length unit sqrt(D_L t))
kappa = 0.43472
kink position, formula = 0.86943
kink position, PDE = 0.8692
amplitudes A, B = 0.40275, 0.92816
h(kappa) = 1.53667
r h(-kappa/r) = 1.53667
slope high side, low side = -0.10837, -0.43349
slope ratio high/low, formula = 0.25000
slope ratio high/low, PDE = 0.2503
largest c difference, PDE - formula = 8.2e-05
c at Matano plane = 0.59725
Matano areas left, right = 0.90892, 0.90892
integral of s dc, 0 to 1/2 = 0.86697
INVERSION OF PDE PROFILE (D/D_L)
at c = 0.25, 0.75: 1.000, 4.000
at kink, low side, high side: 1.000, 3.996
wrong origin factor, from c=0: 0.4986
wrong origin factor, from c=1: 1.5014
same from PDE: 0.499, 1.502
D ratio with wrong origin, PDE: 3.995
CU-NI EXAMPLE (rough typical parameters)
D_L, D_H = 5.0e-11, 2.0e-10 cm2/s
time = 100 h; temperature = 1273 K
Cu left, right = 70, 30 at.%
sqrt(D_L t) = 42.43 um
kink from Matano plane = 36.89 um
high-side slope = -0.1022 at.%/um
low-side slope = -0.4087 at.%/um
NEGLECTED EFFECTS
smooth D(c): c = 1/2 at 27.30 um
slope c=.6 / slope c=.4, step D: 0.296
same ratio, smooth D: 0.670
activation energy, T error = 2.5 eV, 5 K
D factor, kink shift = 1.093, 1.68 um
Cu/Ni molar volume excess = 8 %
c at 50 at.% Cu = 0.5077
kink shift from this = -1.72 um
assumed intrinsic D_Cu/D_Ni = 3
Kirkendall marker position = -16.20 um
probe blur (std. dev.) = 1.0 um
half-level shift from blur = -0.55 um
slope ratio from 10 um chords = 0.2673
half thickness = 1000 um
change of c at left end = 3.2e-17
every check passed
```
